# The adiabatic connection curve of minimal-basis H2 under bond stretching

## Problem

Two protons are held at a distance $R$, and each carries one 1s-type basis function (the STO-3G set, a fixed sum of three Gaussians). Symmetric orthogonalization turns the two functions into real site orbitals $a$ and $b$, which are mirror images of each other. The molecular orbitals are

$$g=\frac{a+b}{\sqrt2},\qquad u=\frac{a-b}{\sqrt2}.$$

Hartree atomic units are used. Let $h$ be the kinetic energy plus the nuclear attraction of one electron, and let the electron repulsion $V_{ee}$ be multiplied by a coupling strength $\lambda$ between 0 and 1:

$$H_\lambda=h(1)+h(2)+\lambda V_{ee}.$$

The state $\Psi_\lambda$ minimizes $\langle H_\lambda\rangle$ among spin singlets that are even under the exchange of $a$ and $b$, with the site occupations held at $n_a=n_b=1$. The adiabatic connection integrand is

$$W_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle-U,$$

where $U$ is the Hartree energy of the density at $\lambda=0$, a constant along the path.

Find $W_\lambda$ at $R=1.4$, 3, 5, 7 and 9 bohr. Describe the shape of each curve, and identify the quantity that decides it.

The repulsion integrals are written $(pq|rs)=\iint p(1)q(1)\,r(2)s(2)/r_{12}$, with $J_{gg}=(gg|gg)$, $J_{uu}=(uu|uu)$ and $K=(gu|gu)$. Two differences are also needed:

$$A=2(h_{uu}-h_{gg}),\qquad B=J_{uu}-J_{gg}.$$

Evaluated in the STO-3G basis, in hartree, they are:

| $R$ (bohr) | $J_{gg}$ | $K$ | $A$ | $B$ |
|---|---|---|---|---|
| 1.4 | 0.67459 | 0.18126 | 1.554390 | 0.022901 |
| 3 | 0.54316 | 0.23512 | 0.423300 | 0.030274 |
| 5 | 0.48085 | 0.28773 | 0.070859 | 0.013863 |
| 7 | 0.45752 | 0.31588 | 0.008532 | 0.002439 |
| 9 | 0.44276 | 0.33175 | 0.000728 | 0.000191 |

**Why site occupations are held fixed, and not the density in space.** In this basis a real-space density has the form $n_g g^2+n_u u^2+2\gamma\,gu$. The product $gu$ is odd under reflection. The functions $g^2$ and $u^2$ are independent, because at the bond midpoint $u$ vanishes and $g$ does not. A given density therefore fixes $n_g$ and $n_u$. Since $h_{gu}=0$ by symmetry, it also fixes the one-body energy $n_gh_{gg}+n_uh_{uu}$. What remains to be minimized is $\lambda\langle V_{ee}\rangle$, whose minimizer is the same for every $\lambda>0$, so there would be no curve to study. Fixing the site occupations leaves the electrons free to redistribute between $g$ and $u$.

## A tempting solution, which is wrong

At $\lambda=0$ both electrons occupy $g$, and the density is $2g^2$. Its Hartree energy is

$$U=\tfrac12\iint\frac{2g^2(1)\,2g^2(2)}{r_{12}}=2J_{gg}.$$

The repulsion in this state is $J_{gg}$, so $W_0=J_{gg}-2J_{gg}=-J_{gg}$.

Now switch on $\lambda V_{ee}$ as a perturbation. The configuration with one electron in each orbital is odd and does not mix in. The configuration $u^2$ lies higher by $A$ and is coupled through $\langle g^2|V_{ee}|u^2\rangle=(gu|gu)=K$. To second order,

$$E_\lambda\approx 2h_{gg}+\lambda J_{gg}-\frac{\lambda^2K^2}{A}.$$

Differentiating with respect to $\lambda$ gives $\langle V_{ee}\rangle$. Subtracting $U$ then gives

$$W_\lambda\approx -J_{gg}-\frac{2K^2}{A}\lambda .$$

"Since $\lambda$ never exceeds 1, this is enough. The curve is a straight line at every bond length, and stretching makes it steeper."

At 1.4 bohr the slope is $-2(0.18126)^2/1.55439=-0.0423$ hartree, which looks sensible. At 9 bohr the same formula gives $-302$ hartree.

## Where the fault lies

The repulsion energy cannot be negative, so $W_\lambda\ge-U=-2J_{gg}$. At 9 bohr this bound is $-0.886$ hartree. The straight line starts at $-0.443$ hartree and crosses the bound at $\lambda\approx0.443/302\approx0.0015$. For nearly the whole path, the line describes a state that cannot exist.

The value and slope at $\lambda=0$ are both right. The error is the sentence "since $\lambda$ never exceeds 1". First-order perturbation theory mixes in $u^2$ with amplitude $-\lambda K/A$, and it is this ratio that must be small. At $\lambda=1$ its magnitude is $0.18126/1.55439=0.12$ at 1.4 bohr, but about 456 at 9 bohr. When two levels nearly coincide, even a weak coupling must be treated by diagonalization.

## The right solution

### The state

An even state is unchanged when $a$ and $b$ are exchanged. It therefore has $n_a=n_b$, and with two electrons both equal 1. The constraint holds for every state in the search, and no further site potential is needed.

The restriction to even singlets excludes no lower state here. Numerical diagonalization of $H_\lambda$ in the full space of four orbital products, at the couplings tabulated below, gives a lowest state of this kind at all five distances.

The even singlets are spanned by $g^2$ and $u^2$, in which

$$H_\lambda=\begin{pmatrix}2h_{gg}+\lambda J_{gg}&\lambda K\\ \lambda K&2h_{uu}+\lambda J_{uu}\end{pmatrix}.$$

The one-body operator does not contribute off the diagonal, because the two configurations differ in both orbitals. The difference of the diagonal elements is $D=A+\lambda B$. Writing $E_\lambda=2h_{gg}+\lambda J_{gg}+x$, the eigenvalue condition is

$$(-x)(D-x)-\lambda^2K^2=0\quad\Longrightarrow\quad x^2-Dx-\lambda^2K^2=0.$$

The lower root gives

$$E_\lambda=2h_{gg}+\lambda J_{gg}+\tfrac12(D-\Omega_\lambda),\qquad \Omega_\lambda=\sqrt{D^2+4\lambda^2K^2}.$$

Here $\Omega_\lambda$ is the gap between the two even singlets at coupling $\lambda$, and $\Omega_0=A$.

### The integrand

By the Hellmann–Feynman theorem $dE_\lambda/d\lambda=\langle V_{ee}\rangle$, since $\lambda$ enters $H_\lambda$ only as the factor of $V_{ee}$. Differentiating $\Omega_\lambda^2=D^2+4\lambda^2K^2$, with $dD/d\lambda=B$, gives

$$\Omega_\lambda'=\frac{BD+4\lambda K^2}{\Omega_\lambda}.$$

Subtracting $U=2J_{gg}$ from $dE_\lambda/d\lambda$ yields

$$\boxed{W_\lambda=-J_{gg}+\frac12\left[B-\frac{BD+4\lambda K^2}{\Omega_\lambda}\right]}$$

At $\lambda=0$ the bracket is $B-BA/A=0$, which recovers $W_0=-J_{gg}$.

As an example, take $R=5$ bohr and $\lambda=0.1$. Then $D=0.070859+0.001386=0.072245$ and $2\lambda K=0.057546$, so $\Omega_\lambda=0.09236$. The numerator is

$$BD+4\lambda K^2=0.00100+0.03312=0.03412,$$

and therefore

$$W_{0.1}=-0.48085+\tfrac12(0.01386-0.3694)=-0.6586\ \text{hartree}.$$

The curves, in hartree, are:

| $\lambda$ | 1.4 bohr | 3 bohr | 5 bohr | 7 bohr | 9 bohr |
|---|---|---|---|---|---|
| 0 | −0.6746 | −0.5432 | −0.4809 | −0.4575 | −0.4428 |
| 0.01 | −0.6750 | −0.5458 | −0.5041 | −0.6449 | −0.7724 |
| 0.05 | −0.6767 | −0.5561 | −0.5877 | −0.7613 | −0.7743 |
| 0.10 | −0.6788 | −0.5688 | −0.6586 | −0.7693 | −0.7744 |
| 0.25 | −0.6851 | −0.6045 | −0.7327 | −0.7717 | −0.7744 |
| 0.50 | −0.6954 | −0.6525 | −0.7535 | −0.7721 | −0.7744 |
| 0.75 | −0.7053 | −0.6857 | −0.7580 | −0.7721 | −0.7744 |
| 1 | −0.7149 | −0.7078 | −0.7596 | −0.7722 | −0.7744 |

At 1.4 bohr equal steps in $\lambda$ give nearly equal steps in $W_\lambda$. At 9 bohr almost the whole fall is over by $\lambda=0.01$, and a plateau follows.

### The slope along the path

The slope shows what separates the two shapes. From the formula for $W_\lambda$, $dW_\lambda/d\lambda=-\tfrac12\Omega_\lambda''$. Differentiating $\Omega_\lambda^2$ twice and dividing by 2 gives

$$\Omega_\lambda'^2+\Omega_\lambda\Omega_\lambda''=B^2+4K^2.$$

Multiply by $\Omega_\lambda^2$ and insert $\Omega_\lambda\Omega_\lambda'=BD+4\lambda K^2$:

$$\Omega_\lambda^3\Omega_\lambda''=(B^2+4K^2)(D^2+4\lambda^2K^2)-(BD+4\lambda K^2)^2 .$$

The terms $B^2D^2$ and $16\lambda^2K^4$ cancel. What is left is

$$4K^2\left(D^2-2\lambda BD+\lambda^2B^2\right)=4K^2(D-\lambda B)^2=4K^2A^2 .$$

Hence

$$\frac{dW_\lambda}{d\lambda}=-\frac{2K^2}{A}\left(\frac{A}{\Omega_\lambda}\right)^3 .$$

The first factor is the slope used in the tempting solution. The second factor is what that solution left out. Since $A$ and $B$ are positive at all five distances, $\Omega_\lambda$ grows with $\lambda$, and the curve flattens steadily. At 1.4 bohr, $\Omega_1=1.6184$ hartree, so the final slope is $(1.5544/1.6184)^3=0.89$ of the initial one: the curve is nearly straight. At 9 bohr, $\Omega_1=0.6635$ hartree, and the ratio of slopes is about $10^{-9}$.

### The scale of $\lambda$

The ratio $B/(2K)$ is at most 0.065 in the table of integrals. To leading order in this ratio, $B$ may be dropped. Define, with the letter $x$ now in a new meaning,

$$\lambda_c=\frac{A}{2K},\qquad x=\frac{\lambda}{\lambda_c}.$$

Then $2\lambda K=Ax$ and $\Omega_\lambda\approx A\sqrt{1+x^2}$, so

$$W_\lambda\approx-J_{gg}-\frac{2\lambda K^2}{\Omega_\lambda}=-J_{gg}-K\frac{x}{\sqrt{1+x^2}} .$$

In this approximation the scaled drop $(W_\lambda+J_{gg})/K=-x/\sqrt{1+x^2}$ is one curve in the variable $x$ for all bond lengths, while $J_{gg}$ and $K$ set its starting value and height. For $0\le\lambda\le1$ the approximation departs from the full formula by at most about 0.01 hartree at the five distances, the largest error being at 3 bohr. The bond length decides how much of the scaled curve fits between $\lambda=0$ and $\lambda=1$. If $\lambda_c\gg1$, only the straight beginning is seen. If $\lambda_c\ll1$, the plateau fills most of the interval.

In the second case the total drop is close to $K$. Half of it is reached when $x/\sqrt{1+x^2}=\tfrac12$, that is $4x^2=1+x^2$, or $\lambda=\lambda_c/\sqrt3$. At 9 bohr this gives $0.001098/\sqrt3=0.000634$. Solving numerically for the half-drop point of the full formula gives the same value to the digits shown.

The power series of $W_\lambda$ in $\lambda$ fails on a similar scale. Its nearest singularities are the complex zeros of $\Omega_\lambda$, where $A+\lambda B=\pm2i\lambda K$. They lie at

$$|\lambda|=\frac{A}{\sqrt{B^2+4K^2}},$$

which is 4.3 at 1.4 bohr, 0.90 at 3 bohr and 0.0011 at 9 bohr. From 3 bohr onward, the series about $\lambda=0$ does not converge at full coupling, so adding higher orders would not rescue the tempting solution there.

### Correlation energy and a measure of shape

The correlation energy, relative to the determinant $g^2$, is the area between the curve and its starting value. Since $W_\lambda-W_0=dE_\lambda/d\lambda-J_{gg}$,

$$E_c=\int_0^1(W_\lambda-W_0)\,d\lambda=E_1-E_0-J_{gg}=\tfrac12(D_1-\Omega_1),\qquad D_1=A+B .$$

Divide this by the total drop to obtain a pure measure of shape,

$$f=\frac{E_c}{W_1-W_0}.$$

A straight line has $f=\tfrac12$, and an immediate drop to a plateau has $f=1$. To evaluate it, use $4K^2=\Omega_1^2-D_1^2=(\Omega_1-D_1)(\Omega_1+D_1)$:

$$W_1-W_0=\frac{B\Omega_1-BD_1-4K^2}{2\Omega_1}=\frac{(\Omega_1-D_1)(B-\Omega_1-D_1)}{2\Omega_1}.$$

Since $D_1-B=A$, the last bracket is $-(\Omega_1+A)$. Dividing $E_c=-\tfrac12(\Omega_1-D_1)$ by this expression gives

$$f=\frac{\Omega_1}{\Omega_1+A}.$$

No approximation has been made within the two-level model. The shape measure depends on the gap at full coupling and the gap at zero coupling. At 1.4 bohr, $f=1.6184/(1.6184+1.5544)=0.510$ and $E_c=\tfrac12(1.577291-1.618414)=-0.0206$ hartree.

In the next table, the last column is the straight-line estimate $-K^2/A$. Energies are in hartree.

| $R$ (bohr) | $\lambda_c$ | half-drop $\lambda$ | $f$ | $E_c$ | $-K^2/A$ |
|---|---|---|---|---|---|
| 1.4 | 4.29 | 0.485 | 0.510 | −0.0206 | −0.0211 |
| 3 | 0.900 | 0.349 | 0.607 | −0.0999 | −0.1306 |
| 5 | 0.123 | 0.0697 | 0.891 | −0.2485 | −1.168 |
| 7 | 0.0135 | 0.00778 | 0.987 | −0.3104 | −11.69 |
| 9 | 0.00110 | 0.000634 | 0.999 | −0.3313 | −151.1 |

At 1.4 bohr the straight line overestimates the magnitude of $E_c$ by 3% of its value. At 3 bohr the excess is already 31%.

### Which quantity is responsible

Both $A$ and $K$ change on stretching, so their effects should be separated. Take $A$ from 1.4 bohr but $B$ and $K$ from 9 bohr. The two-level model then gives $f=0.521$, a nearly straight curve. Take $A$ from 9 bohr but $B$ and $K$ from 1.4 bohr, and $f=0.998$, an abrupt drop. The closing of the gap $A$ changes the shape; the growth of $K$ is not needed for it.

The site orbitals show why the gap closes. From the definitions of $g$ and $u$, $h_{gg}=h_{aa}+h_{ab}$ and $h_{uu}=h_{aa}-h_{ab}$, so $A=-4h_{ab}$. This hopping element vanishes as the two original basis functions cease to overlap (their overlap falls from 0.66 at 1.4 bohr to 0.0002 at 9 bohr; $a$ and $b$ themselves are orthogonal at every $R$). The coupling survives: $gu=\tfrac12(a^2-b^2)$ gives

$$K=\tfrac12\left[(aa|aa)-(aa|bb)\right]\to\tfrac12\left(J_{aa}-\frac1R\right),$$

where $J_{aa}=0.7746$ hartree is the self-repulsion of the STO-3G function (the 1s orbital of a hydrogen atom has $5/8=0.625$ hartree). In the same limit $g^2\to\tfrac12(a^2+b^2)$, so $J_{gg}\to\tfrac12(J_{aa}+1/R)$.

The two ends of the curve then have a simple meaning. At $\lambda=0$ the electrons move independently and are found on the same atom half of the time, which gives $W_0\to-\tfrac12(J_{aa}+1/R)$. For $\lambda\gg\lambda_c$ they avoid each other, one on each atom. Their repulsion is $1/R$, while $U=2J_{gg}\to J_{aa}+1/R$, so $W_\lambda\to-J_{aa}$. The plateau at 9 bohr, $-0.7744$ hartree, lies close to this limit.

At any finite $R$ in the table $A>0$, and the curve is continuous with a finite slope. A true jump appears only as $R\to\infty$. There the order of limits matters: at $\lambda=0$ the integrand tends to $-\tfrac12J_{aa}$, but at any fixed $\lambda>0$ it tends to $-J_{aa}$.

## What the model does not give

The real-space density is not constant along this path. At the bond midpoint $u=0$, so the density there is proportional to the weight $c_g^2=1-c_u^2$ of $g^2$, and a fraction $c_u^2$ of it is lost. Since $D$ multiplies the projector on $u^2$ in the two-level matrix, the Hellmann–Feynman theorem applied to $D$, with $2h_{gg}+\lambda J_{gg}$ and $\lambda K$ held fixed in $E_\lambda=2h_{gg}+\lambda J_{gg}+\tfrac12(D-\Omega_\lambda)$, gives

$$c_u^2=\frac{\partial E_\lambda}{\partial D}=\frac12\left(1-\frac{D}{\Omega_\lambda}\right).$$

At $\lambda=1$ the loss is 1.3% at 1.4 bohr and 49.9% at 9 bohr, relative to the midpoint density at $\lambda=0$. The curves are therefore those of a two-site model with integrals taken from H$_2$, and not the adiabatic connection of H$_2$ at fixed real-space density.

The numerical values of $\lambda_c$ at large $R$ also belong to the model. They follow from $h_{ab}$, and hence from the tails of the basis functions. These fall off faster than the tail of a hydrogen atom for two reasons: the STO-3G function is fitted to a contracted exponential with exponent 1.24 rather than 1, and far out it is Gaussian. At 9 bohr, exact exponential functions give $\lambda_c\approx0.0018$ with exponent 1.24 and $\lambda_c\approx0.0057$ with exponent 1, against 0.0011 here. The position of the drop at 9 bohr should not be read as a property of the real molecule.

The energies are likewise minimal-basis values. Full configuration interaction in the cc-pVDZ and cc-pVTZ bases gives correlation energies, relative to restricted Hartree–Fock, of $-0.035$ and $-0.039$ hartree at 1.4 bohr and $-0.233$ and $-0.228$ hartree at 9 bohr, against $-0.0206$ and $-0.3313$ here. At 9 bohr both bases give $\langle V_{ee}\rangle-U=-0.625$ hartree at full coupling, with $U$ taken from the correlated density, against the plateau $-0.7744$ here.

Numerical values quoted here were computed with a short program.
